# Kisliuk sticking through a mobile precursor and its Langmuir limit

## Result

A gas molecule that strikes a partly covered surface may first be trapped in a weakly bound, mobile state, the precursor. If each site it visits is filled with probability $\theta$, independently of earlier visits, its probability of ending chemisorbed is given by Kisliuk's formula,

$$S(\theta)=s_0\,\frac{1-\theta}{1-\theta+K\theta},\qquad s_0=\frac{\alpha p_a}{p_a+p_b},\qquad K=\frac{p_b'}{p_a+p_b}.$$

Here $\alpha$ is the trapping probability. During one visit to an open site the precursor chemisorbs with probability $p_a$ and desorbs with probability $p_b$; during one visit to a filled site it desorbs with probability $p_b'$. Otherwise it hops on. Without hopping $K=1$, which gives direct Langmuir sticking, $S=s_0(1-\theta)$.

The coverage $\theta$ is the fraction of saturation, and one site holds the products of one molecule. Trapping is equally likely over open and filled sites, chemisorption is irreversible, and precursors are too dilute to meet. The coverage hardly changes during one precursor's life.

## 1. The simplest case: no hopping

Over an open site let the precursor chemisorb at rate $k_a$ and desorb at rate $k_d$. The rates are constant in time, so the probability that neither event has happened by time $t$ is $e^{-(k_a+k_d)t}$. Chemisorption between $t$ and $t+dt$ has probability $k_a\,dt$ times this survival factor. Its total probability is

$$\int_0^\infty k_a e^{-(k_a+k_d)t}\,dt=\frac{k_a}{k_a+k_d}.$$

Over a filled site an immobile precursor can only desorb. A molecule lands on an open site with probability $1-\theta$, so

$$S=\alpha\,\frac{k_a}{k_a+k_d}\,(1-\theta).$$

This is Langmuir's law: sticking is proportional to the open fraction of the surface. If $k_a\gg k_d$, every molecule trapped over an open site stays, and $S\to\alpha(1-\theta)$.

## 2. Hopping on a clean surface

Now add hopping at rate $k_m$. The same integral, with total rate $k_a+k_d+k_m$, gives the probabilities per visit:

$$p_a=\frac{k_a}{k_a+k_d+k_m},\qquad p_b=\frac{k_d}{k_a+k_d+k_m}.$$

The precursor hops with the remaining probability $1-p_a-p_b$. At $\theta=0$ every site is open, so chemisorption on visit $n+1$ requires $n$ hops and then capture:

$$S(0)=\alpha p_a\sum_{n=0}^{\infty}(1-p_a-p_b)^n=\frac{\alpha p_a}{p_a+p_b}=\alpha\frac{k_a}{k_a+k_d}=s_0.$$

The hopping rate has cancelled. On a clean surface a hop leads to an equivalent site and merely restarts the competition between $k_a$ and $k_d$. With identical open sites, mobility can therefore change the sticking probability only once part of the surface is filled.

## 3. Hopping on a partly covered surface

Over a filled site the precursor desorbs at rate $k_d'$ and hops at rate $k_m'$, so that

$$p_b'=\frac{k_d'}{k_d'+k_m'}.$$

Let each visit find a fresh site, filled with probability $\theta$. This is a mean-field assumption, examined in section 5. The probability that a visit ends in a hop is

$$h=(1-\theta)(1-p_a-p_b)+\theta(1-p_b').$$

The probability that it ends in chemisorption is $(1-\theta)p_a$. Summing over the number of hops before capture gives, for $h<1$,

$$S=\alpha(1-\theta)p_a\sum_{n=0}^{\infty}h^n=\frac{\alpha(1-\theta)p_a}{1-h}.$$

In the denominator, $1=(1-\theta)+\theta$, and therefore

$$1-h=(1-\theta)(p_a+p_b)+\theta p_b'.$$

Dividing numerator and denominator by $p_a+p_b$ yields

$$S=\frac{\alpha p_a}{p_a+p_b}\,\frac{1-\theta}{(1-\theta)+\theta\,p_b'/(p_a+p_b)},$$

which is the stated result. The constant $K$ compares the chance that a visit to a filled site ends the precursor's life with the corresponding chance on an open site.

**Shape of the curve.** Write $D=1-\theta+K\theta=1-(1-K)\theta$. Differentiation gives

$$\frac{d}{d\theta}\frac{S}{s_0}=\frac{-D+(1-\theta)(1-K)}{D^2}=-\frac{K}{D^2},$$

because the terms in $(1-K)\theta$ cancel. Since $dD/d\theta=-(1-K)$, a second differentiation gives

$$\frac{d^2}{d\theta^2}\frac{S}{s_0}=-\frac{2K(1-K)}{D^3}.$$

The initial slope is $-K$. The curve is concave for $K<1$, straight for $K=1$ and convex for $K>1$.

**Limits.** As $K\to0$ at fixed $\theta<1$, $S\to s_0$: a precursor over a filled site nearly always survives to look elsewhere. As $\theta\to1$ at fixed $K>0$, $S\simeq s_0(1-\theta)/K$. For $K<1$ the ratio of $S$ to Langmuir's value, $1/D$, is thus largest near saturation, although the difference between them vanishes there.

## 4. Back to Langmuir

In terms of rates,

$$K=\frac{k_d'}{k_d'+k_m'}\;\frac{k_a+k_d+k_m}{k_a+k_d}.$$

Setting $k_m=k_m'=0$ makes both fractions one, so $K=1$ and the result of section 1 returns. Setting just one hopping rate to zero is not enough. If only $k_m=0$, precursors still escape from filled sites and $K=k_d'/(k_d'+k_m')<1$. If only $k_m'=0$, they wander from open sites onto filled ones, where they are lost, and $K=1+k_m/(k_a+k_d)>1$.

As algebra, the converse fails: $K=1$ does not force the hopping rates to vanish. With both hopping rates nonzero, $K=1$ requires $p_b'=p_a+p_b$. Taking the ratio of ending to hopping on each side turns this into

$$\frac{k_d'}{k_m'}=\frac{k_a+k_d}{k_m}.$$

Physical rates are more constrained. Set $k_a=0$, with gas and surface at one temperature. With equal trapping, the equilibrium precursor populations over open and filled sites are then proportional to $1/k_d$ and $1/k_d'$. Detailed balance requires equal hopping flows in both directions between an open and a filled neighbour, so $k_d'/k_m'=k_d/k_m$. Inserting this into $K$ gives

$$1-K=\frac{k_ak_m}{(k_d+k_m)(k_a+k_d)}>0 .$$

Within the present assumptions a mobile precursor with balanced rates therefore has $K<1$. The mobile $K=1$ case, hopping from one kind of site only, and $K>1$ are formal cases of the formula whose rates break this balance. A physical way to obtain a straight line with a mobile precursor, wide islands, appears in section 5.

In the formal mobile case $K=1$ the line holds even for clustered filled sites. Let $c=p_a+p_b=p_b'$ be the common probability that a visit ends the life. Survival then carries no information about which sites were visited. The first site is uniformly distributed over the $M$ sites of the surface. Let $H_{ij}$ be the probability that a hop from $i$ leads to $j$, with $H_{ij}=H_{ji}$. After one hop the probability of being at $j$ is

$$\sum_i\frac1M H_{ij}=\frac1M\sum_i H_{ji}=\frac1M.$$

The distribution stays uniform, so every visit finds an open site with probability $1-\theta$, and

$$S=\alpha(1-\theta)p_a\sum_{n=0}^\infty(1-c)^n=\frac{\alpha p_a}{c}(1-\theta)=s_0(1-\theta).$$

## 5. Revisits and islands

A real precursor hops between neighbouring sites and may return to one it has already tried. Suppose the filled sites are independently random but frozen during its life, and hop directions do not depend on occupation. Let $q$ be the hopping probability of a site: $1-p_a-p_b$ if open, $1-p_b'$ if filled. The mean-field average is $\langle q\rangle=h$.

Consider a path of $n$ visits in which site $i$ is visited $m_i$ times. Its survival factor, averaged over arrangements, is

$$\prod_i\langle q^{m_i}\rangle\ \ge\ \prod_i\langle q\rangle^{m_i}=h^n,$$

because $q^m$ is a convex function of $q$ for $q\ge0$ and integer $m\ge1$. Summing over paths and $n$ shows that the mean number of visits, $V$, is at least the mean-field value $1/(1-h)$.

To see what this does to sticking, split $V=V_o+V_f$ into visits to open and filled sites. Each life ends once, so

$$V_o(p_a+p_b)+(V-V_o)p_b'=1,$$

and, for $K\ne1$,

$$V_o=\frac{1-Vp_b'}{p_a+p_b-p_b'},\qquad S=\alpha p_aV_o.$$

For $K<1$ the denominator is positive, so additional visits lower $S$. For $K>1$ it is negative and they raise $S$. Kisliuk's formula is therefore an upper bound in the first case and a lower bound in the second, within this frozen random model.

Islands are a stronger departure. If filled and open regions are much wider than the distance a precursor travels, few precursors cross a boundary. Those landing in an open region stick with probability $s_0$, and those landing deep in a filled region desorb. The average tends to $s_0(1-\theta)$ for any $K>0$. Wide islands thus restore Langmuir's line without making the precursor immobile.

## 6. A worked case: oxygen on a nickel-like surface

Take O$_2$ at $10^{-8}$ Torr, with gas and surface at 300 K, $\alpha=0.90$ and a saturation density $N_s=4.0\times10^{14}$ molecules/cm$^2$. Each rate is a prefactor times $e^{-E/k_BT}$. The prefactor is $10^{13}$ s$^{-1}$ for desorption and $10^{12}$ s$^{-1}$ for chemisorption and hopping. These are round model parameters:

- open site: chemisorption 0.20 eV, desorption 0.30 eV, hopping 0.12 eV;
- filled site: desorption 0.28 eV, hopping 0.12 eV.

They give $k_a=4.367\times10^8$, $k_d=9.125\times10^7$, $k_m=k_m'=9.640\times10^9$ and $k_d'=1.978\times10^8$ s$^{-1}$. Hence $p_a=0.04294$, $p_b=0.00897$, $p_b'=0.02010$, and

$$s_0=0.90\times\frac{0.04294}{0.05191}=0.744,\qquad K=\frac{0.02010}{0.05191}=0.387.$$

These round barriers do not satisfy the balance condition $k_d'/k_m'=k_d/k_m$ of section 4. A hopping barrier of 0.10 eV over filled sites would satisfy it. It leaves $s_0$ unchanged and gives $K=0.181$, $S(0.5)=0.631$ instead of 0.537, and 173 s instead of the 216 s found in section 7 for $\theta=0.9$. The numbers below illustrate the formula for the listed rates and carry this sensitivity.

At half coverage the mean number of visits is

$$\frac1{1-h}=\frac{1}{0.5(0.05191)+0.5(0.02010)}=27.8.$$

A visit lasts on average $1/(k_a+k_d+k_m)$ over an open site and $1/(k_d'+k_m')$ over a filled one, both close to 0.10 ns. The mean life is therefore 2.8 ns.

The sticking probabilities, with the Langmuir values for the same $s_0$ in the last column, are:

| $\theta$ | Kisliuk | Langmuir |
|---|---|---|
| 0.25 | 0.659 | 0.558 |
| 0.50 | 0.537 | 0.372 |
| 0.75 | 0.344 | 0.186 |
| 0.90 | 0.166 | 0.074 |

The ratio of the columns is $1/D$. It grows from 1.18 to 2.23 down the table, towards its limit $1/K=2.58$ at saturation.

**Temperature.** With barriers, prefactors and $\alpha$ held fixed, a surface at 200 K has $s_0=0.874$ and $K=0.094$; at 400 K the values are 0.581 and 0.666. The fall of $s_0$ follows from $k_d/k_a=10\,e^{-0.10\,\mathrm{eV}/k_BT}$, which increases with temperature. Here $k_m=k_m'$ exceeds $k_a+k_d$ by factors of about 100, 18 and 7 at 200, 300 and 400 K, so $K\approx k_d'/(k_a+k_d)$ to within 5% over this range. Desorption from a filled site has a higher barrier than chemisorption, the larger term in this denominator from 200 to 400 K. Warming therefore favours loss over capture and brings the curve closer to Langmuir's line.

## 7. From sticking to uptake

The flux of molecules onto the surface follows from the Maxwell distribution of the velocity component $v$ towards it. For number density $n$ and molecular mass $m$,

$$F=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}},$$

where the last step uses $P=nk_BT$. Here $F=3.585\times10^{12}$ cm$^{-2}$s$^{-1}$.

Each sticking molecule fills one site, so $N_s\,d\theta/dt=FS$. Separating variables at constant pressure, from a clean surface at $t=0$, gives

$$\frac{Fs_0t}{N_s}=\int_0^\theta\left(1+\frac{Kx}{1-x}\right)dx.$$

Because $x/(1-x)=-1+1/(1-x)$,

$$\frac{Fs_0t}{N_s}=(1-K)\theta-K\ln(1-\theta).$$

For $K=1$ this becomes $\theta=1-e^{-Fs_0t/N_s}$, the Langmuir uptake. For $K\to0$ the coverage grows linearly until the surface is full.

The time unit is $N_s/(Fs_0)=150$ s. For $\theta=0.9$ the right-hand side is

$$0.613\times0.9+0.387\times2.303=1.443,$$

so the time is 216 s, an exposure of 2.16 L (1 L $=10^{-6}$ Torr s). Langmuir sticking with the same $s_0$ needs 345 s. For $\theta=0.5$ the times are 86 s and 104 s. The precursor matters more for finishing the layer than for starting it.

## 8. When dissociation needs two vacancies

If the molecule must place its two atoms on adjacent vacancies, let $\theta$ be the filled fraction of atom sites. For randomly placed vacancies, an open pair is found with probability $(1-\theta)^2$. Assume that the adsorbed atoms rearrange fast enough to keep the vacancies random as the layer fills. If they stayed where they landed, isolated vacancies would accumulate, and on a square lattice uptake would stop near $\theta=0.91$. Neighbouring pairs share a site, so treating successive visits as independent is a further approximation here. With it, the argument of section 3 needs only the probability of finding an open place, and replacing $1-\theta$ by $(1-\theta)^2$ gives

$$S_2=s_0\frac{(1-\theta)^2}{(1-\theta)^2+K[1-(1-\theta)^2]}.$$

At $K=1$ this is the dissociative Langmuir law $s_0(1-\theta)^2$. Saturation still takes $N_s$ molecules, now on $2N_s$ atom sites, so the uptake equation keeps its form:

$$\frac{Fs_0t}{N_s}=\int_0^\theta\left[1-K+\frac{K}{(1-x)^2}\right]dx=(1-K)\theta+\frac{K\theta}{1-\theta}.$$

With $s_0$ and $K$ unchanged, $S_2(0.5)=0.344$ instead of 0.537, and reaching $\theta=0.9$ takes 605 s instead of 216 s. The time to half coverage, 104 s, nearly equals the single-site Langmuir time. This is a coincidence of $(1+K)/2=0.694$ with $\ln2=0.693$, and it shows how little one uptake time says about the mechanism.

## 9. How far the example can be trusted

**Arrangement of the layer.** I solved the linear equations for the capture probability from every site of a periodic $50\times50$ square lattice with nearest-neighbour hops. Averaged over 12 random arrangements at $\theta=0.5$, $S=0.533$, which is 0.7% below the formula. At $\theta=0.75$ it lies between 0.339 and 0.340, about 1.5% below. When $k_d'$ is multiplied by 20, so that $K=5.60$ (a formal test, since these rates break the balance condition of section 4), the lattice gives 0.122 against 0.113 from the formula at half coverage. The deviation has changed sign, as section 5 requires.

Collecting the filled half of the lattice into a stripe 25 sites wide gives $S=0.412$. This lies between the random-layer formula, 0.537, and the wide-island limit, 0.372. Clustering on this scale matters far more than revisits within a random layer.

**Trapping over filled sites.** Let the trapping probability there be $\alpha/2=0.45$. At half coverage the mean capture probability after trapping is $0.5366/0.90=0.596$. Starting over a filled site, the precursor must first survive that visit, which reduces it to $(1-0.0201)\times0.596=0.584$. Losing half the trapping on half the surface lowers $S$ by $0.5\times0.45\times0.584=0.131$, to 0.405.

**Crowding and slow events.** At half coverage there are $F\alpha\tau/N_s=2.2\times10^{-11}$ precursors per site, with $\tau=2.8$ ns, so encounters between them are negligible. Slow changes of the chemisorbed layer are another matter. An event with prefactor $\nu=10^{13}$ s$^{-1}$ and barrier $B$ occurs on average $\nu t e^{-B/k_BT}$ times per site in time $t$. This equals one at

$$B=k_BT\ln(\nu t)=0.91\ \mathrm{eV}$$

for $t=216$ s. If oxygen can exchange places with metal atoms over a clearly lower barrier, such exchanges can be widespread before the layer is nine-tenths full, and oxide may begin to form. Sites may then reopen, and $\theta$ alone no longer describes the surface.

**The real surface.** Oxygen dissociates on nickel and forms ordered chemisorbed layers before oxide grows. The chosen $N_s$ corresponds to roughly one oxygen atom per two surface nickel atoms on the (100) face, a reasonable size for such a layer. The desorption barriers are high for physisorbed O$_2$, for which about 0.1 eV is a rough typical value; they suit a more strongly bound molecular state. Lowering the open-site desorption barrier to 0.10 eV, with all else fixed, would raise $k_d$ to about $2\times10^{11}$ s$^{-1}$ and reduce $s_0$ to about 0.002. High sticking through such a weak state would need a much smaller chemisorption barrier as well. The single-site assumption also breaks down for dissociation: in the random-pair model it changes the time to nine-tenths coverage by a factor of 2.8. Ordering makes that factor an estimate of sensitivity, not a correction to apply to nickel.

All numerical values are calculated from the stated model.
